# Why the exact photon propagator cannot fall faster than 1/Q²: a program that tests the result

```python
"""
Result under test: with positive-norm states, positive energies and Lorentz
invariance, the transverse photon propagator
    D(Q2) = Z/Q2 + integral dmu2 rho(mu2)/(Q2 + mu2),   Z, rho >= 0,
has Q2*D non-decreasing, so D cannot fall faster than 1/Q2.
A faster fall requires negative spectral weight (a ghost).

Symbols: Q2 = spacelike momentum squared, mu2 = squared mass of a state,
rho = spectral density, alpha = fine-structure constant, Pi = one-loop
polarization with Pi(0) = 0, Lambda = Pauli-Villars mass.
Units: hbar = c = electron mass = 1, e^2 = 4 pi alpha.
"""
import math
import numpy as np
from scipy.constants import fine_structure
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

ALPHA = fine_structure
LAMBDA = 100.0
NODES, WEIGHTS = np.polynomial.legendre.leggauss(80)
X_FEYN, W_FEYN = 0.5 * (NODES + 1), 0.5 * WEIGHTS


# ---------- spectral density of electron-positron pairs ----------
def rho_pair(mu2, alpha=ALPHA):
    return (alpha / (3 * math.pi * mu2) * (1 + 2 / mu2)
            * math.sqrt(max(0.0, 1 - 4 / mu2)))


def rho_tensor_from_spinors(mu2, alpha=ALPHA):
    """Sum of squared current matrix elements over pair states at rest."""
    pauli = [np.array([[0, 1], [1, 0]], complex),
             np.array([[0, -1j], [1j, 0]]),
             np.array([[1, 0], [0, -1]], complex)]
    zero = np.zeros((2, 2))
    g0 = np.diag([1, 1, -1, -1]).astype(complex)
    g = [np.block([[zero, s], [-s, zero]]) for s in pauli]
    energy = math.sqrt(mu2) / 2
    p = math.sqrt(energy**2 - 1)
    tensor = np.zeros((3, 3), complex)
    # six directions average a quadratic function of direction exactly
    for axis in range(3):
        for sign in (1, -1):
            slash_e = energy * g0 - sign * p * g[axis]
            slash_p = energy * g0 + sign * p * g[axis]
            u = (np.eye(4) + slash_e)[:, :2] / math.sqrt(energy + 1)
            v = (np.eye(4) - slash_p)[:, 2:] / math.sqrt(energy + 1)
            amp = [u.conj().T @ g0 @ gi @ v for gi in g]
            for i in range(3):
                for j in range(3):
                    tensor[i, j] += np.sum(amp[i].conj() * amp[j]) / 6
    phase_space = (p / energy) / (16 * math.pi**2)
    return phase_space * 4 * math.pi * alpha / mu2**2 * tensor


for mass2 in (4.5, 9.0, 100.0):
    direct = rho_tensor_from_spinors(mass2)
    assert np.allclose(direct, rho_pair(mass2) * np.eye(3),
                       rtol=1e-10, atol=1e-14)
    assert np.linalg.eigvalsh(direct).min() > 0


# ---------- one-loop polarization, three representations ----------
def pi_feynman(q2, alpha=ALPHA):
    y = X_FEYN * (1 - X_FEYN)
    return 2 * alpha / math.pi * np.sum(W_FEYN * y * np.log1p(y * q2))


def pi_closed(log_q2, alpha=ALPHA):
    """Closed form written with ln Q2, so that huge Q2 cause no overflow."""
    inv = math.exp(-log_q2)
    v = math.sqrt(1 + 4 * inv)
    log_ratio = 2 * math.log(v + 1) - math.log(4) + log_q2
    return alpha / (3 * math.pi) * (-5 / 3 + 4 * inv
                                    + (1 - 2 * inv) * v * log_ratio)


def pi_dispersion(q2):
    def integrand(beta):
        gap = (1 - beta) * (1 + beta)
        mu2 = 4 / gap
        return rho_pair(mu2) * q2 / (q2 + mu2) * 8 * beta / gap**2
    return quad(integrand, 0, 1, epsabs=1e-13, epsrel=1e-10, limit=300)[0]


def pi_euclid(q2):
    return pi_feynman(q2) if q2 < 10 else pi_closed(math.log(q2))


for q2 in (0.5, 20.0, 1e4):
    assert abs(pi_dispersion(q2) / pi_closed(math.log(q2)) - 1) < 1e-6
for q2 in (0.5, 20.0):
    assert abs(pi_feynman(q2) / pi_dispersion(q2) - 1) < 1e-6

grid = np.logspace(-2, 12, 80)
dressed_grid = np.array([1 + pi_euclid(q2) for q2 in grid])
assert dressed_grid.min() > 1 and np.all(np.diff(dressed_grid) > 0)

print("Units: hbar = c = m_e = 1")
print(f"alpha = {ALPHA:.9f} (dimensionless)")
print(f"Pauli-Villars mass Lambda = {LAMBDA:.0f} m_e")
print(f"rho at mu2 = 9 m_e^2: {rho_pair(9.0):.6e} m_e^-2")
print("Q2*D (dimensionless); the free photon has 1")
for q in (1.0, 10.0, 100.0, 1000.0):
    pv = q * q * (1 / q**2 - 1 / (q**2 + LAMBDA**2))
    print(f"  Q = {q:6.0f} m_e: one-loop {1 + pi_euclid(q*q):.7f},"
          f" Pauli-Villars {pv:.6f}")


# ---------- a spectral density that needs one subtraction ----------
def subtracted_part(q2):
    """D(Q2) - D(0) for rho(t) = sqrt(t)/pi."""
    def f(t):
        return math.sqrt(t) / (math.pi * t * (t + q2))
    return -q2 * (quad(f, 0, 1)[0] + quad(f, 1, np.inf)[0])


for q2 in (3.0, 12.0):
    assert abs(subtracted_part(q2) + math.sqrt(q2)) < 1e-6


# ---------- canonical sum rule in an interacting oscillator ----------
SIZE, QUARTIC = 80, 1.0
lower = np.diag(np.sqrt(np.arange(1, SIZE)), 1)
x_op = (lower + lower.T) / math.sqrt(2)
h_op = (np.diag(np.arange(SIZE) + 0.5)
        + QUARTIC * np.linalg.matrix_power(x_op, 4))
levels, states = np.linalg.eigh(h_op)
excited = h_op - levels[0] * np.eye(SIZE)
source = x_op @ states[:, 0]


def oscillator_q2g(q):
    solved = np.linalg.solve(excited @ excited + q * q * np.eye(SIZE), source)
    return 2 * q * q * source @ excited @ solved


osc = [oscillator_q2g(q) for q in (1.0, 10.0, 100.0, 1000.0)]
assert np.all(np.diff(osc) > 0) and abs(osc[-1] - 1) < 1e-4
print(f"Oscillator p^2/2 + x^2/2 + {QUARTIC:.0f}*x^4, own units: Q^2*G(Q)")
for q, value in zip((1, 10, 100, 1000), osc):
    print(f"  Q = {q:4d}: {value:.6f}")


# ---------- ghost oscillator: positive energy, negative norm ----------
OMEGA, FREQ = 2.0, 1.5
b = np.diag(np.sqrt(np.arange(1, 6)), 1)
metric = np.diag((-1.0) ** np.arange(6))
b_bar = metric @ b.T @ metric          # adjoint in the indefinite metric
assert np.allclose((b @ b_bar - b_bar @ b)[:5, :5], -np.eye(5))
h_ghost = -OMEGA * b_bar @ b
ghost_energies = np.linalg.eigvalsh(h_ghost)
assert ghost_energies.min() > -1e-12
vacuum = np.eye(6)[0]
one_ghost = b_bar @ vacuum
ghost_norm = one_ghost @ metric @ one_ghost
x_ghost = (b + b_bar) / math.sqrt(2 * OMEGA)


def ghost_correlation(tau):
    evolved = np.exp(-np.diag(h_ghost) * tau) * (x_ghost @ vacuum)
    return vacuum @ metric @ x_ghost @ evolved


ghost_prop = 2 * quad(lambda tau: math.cos(FREQ * tau)
                      * ghost_correlation(tau), 0, 20, limit=200)[0]
assert ghost_norm < 0
assert abs(ghost_prop + 1 / (FREQ**2 + OMEGA**2)) < 1e-8
print(f"Ghost oscillator, omega = {OMEGA:.1f}, Q = {FREQ:.1f} (own units)")
print(f"  norm of one-quantum state = {ghost_norm:.3f}")
print(f"  excitation energy = {ghost_energies[1]:.3f}")
print(f"  propagator from time correlation = {ghost_prop:.6f}")


# ---------- summed one-loop chain and its spacelike pole ----------
def chain_density(log_s, alpha):
    """s*rho_c(s), the spectral weight per unit ln s."""
    inv = math.exp(-log_s)
    beta = math.sqrt(max(0.0, 1 - 4 * inv))
    a = alpha / (3 * math.pi)
    log_ratio = 2 * math.log(1 + beta) - math.log(4) + log_s
    real = a * (-5 / 3 - 4 * inv + (1 + 2 * inv) * beta * log_ratio)
    imag_over_pi = a * (1 + 2 * inv) * beta
    return imag_over_pi / ((1 - real)**2 + (math.pi * imag_over_pi)**2)


def chain_integral(alpha, log_pole, log_q2=None):
    """Integral of rho_c, or of rho_c*Q2/(Q2 + s) if ln Q2 is given."""
    def f(log_s):
        factor = 1.0 if log_q2 is None else expit(log_q2 - log_s)
        return chain_density(log_s, alpha) * factor
    start = math.log(4)
    cuts = [start] + [c for c in (log_pole - 50, log_pole, log_pole + 50)
                      if c > start] + [np.inf]
    return sum(quad(f, lo, hi, epsabs=1e-10, epsrel=1e-10, limit=400)[0]
               for lo, hi in zip(cuts[:-1], cuts[1:]))


def chain_pole(alpha):
    guess = 3 * math.pi / alpha
    log_pole = brentq(lambda y: 1 - pi_closed(y, alpha), guess, guess + 5,
                      xtol=1e-11)
    step = 0.01
    slope = (pi_closed(log_pole + step, alpha)
             - pi_closed(log_pole - step, alpha)) / (2 * step)
    return log_pole, 1 / slope


print("Summed chain: pole at Q_L, ghost weight R, positive weight 1+int rho_c")
for alpha in (ALPHA, 1.0):
    log_pole, ghost_weight = chain_pole(alpha)
    positive_weight = 1 + chain_integral(alpha, log_pole)
    assert ghost_weight > 0
    assert abs(positive_weight / ghost_weight - 1) < 1e-5
    print(f"  alpha = {alpha:.6f}: log10(Q_L/m_e) ="
          f" {log_pole / (2 * math.log(10)):.4f}")
    print(f"    R = {ghost_weight:.5f}, 1+int rho_c = {positive_weight:.5f}")

# log_pole and ghost_weight now belong to alpha = 1
print("Summed chain at alpha = 1: Q2*D (dimensionless)")
chain_values = []
for q in (10.0, 100.0, 1e4, 1e8, 1e12):
    log_q2 = 2 * math.log(q)
    direct = 1 / (1 - pi_closed(log_q2, 1.0))
    positive = 1 + chain_integral(1.0, log_pole, log_q2)
    ghost = -ghost_weight / (1 - math.exp(log_pole - log_q2))
    assert abs(positive + ghost - direct) < 1e-5 * max(1, abs(direct))
    chain_values.append(direct)
    print(f"  Q = {q:.0e} m_e: total {direct:.5f} ="
          f" positive {positive:.5f} + ghost {ghost:.5f}")
assert chain_values[0] > 1 and chain_values[1] > chain_values[0]
assert chain_values[2] < chain_values[3] < chain_values[4] < 0


# ---------- effect on a logarithmically divergent integral ----------
def comparison_integral(cutoff, q2_times_d):
    """J(K) = 1/2 int_0^{K^2} dt t D(t)/(t+1), with u = ln(1+t)."""
    top = math.log1p(cutoff**2)
    return 0.5 * quad(lambda u: q2_times_d(math.expm1(u)), 0, top,
                      epsabs=1e-10, epsrel=1e-10, limit=300)[0]


print("Comparison integral J(K) (dimensionless)")
j_rows = []
for cutoff in (1e2, 1e4, 1e6):
    row = (comparison_integral(cutoff, lambda t: 1.0),
           comparison_integral(cutoff, lambda t: 1 + pi_euclid(t)),
           comparison_integral(cutoff, lambda t: LAMBDA**2 / (t + LAMBDA**2)))
    assert row[1] > row[0] > row[2]
    j_rows.append(row)
    print(f"  K = {cutoff:.0e} m_e: free {row[0]:.5f},"
          f" one-loop {row[1]:.5f}, Pauli-Villars {row[2]:.5f}")
pv_limit = 0.5 * LAMBDA**2 * math.log(LAMBDA**2) / (LAMBDA**2 - 1)
assert abs(j_rows[-1][2] - pv_limit) < 1e-6
assert j_rows[2][0] - j_rows[1][0] > 4
print(f"  Pauli-Villars limit for infinite K: {pv_limit:.5f}")

print("checks complete")
```

Printed output:

```
Units: hbar = c = m_e = 1
alpha = 0.007297353 (dimensionless)
Pauli-Villars mass Lambda = 100 m_e
rho at mu2 = 9 m_e^2: 7.837285e-05 m_e^-2
Q2*D (dimensionless); the free photon has 1
  Q =      1 m_e: one-loop 1.0001404, Pauli-Villars 0.999900
  Q =     10 m_e: one-loop 1.0023193, Pauli-Villars 0.990099
  Q =    100 m_e: one-loop 1.0058413, Pauli-Villars 0.500000
  Q =   1000 m_e: one-loop 1.0094065, Pauli-Villars 0.009901
Oscillator p^2/2 + x^2/2 + 1*x^4, own units: Q^2*G(Q)
  Q =    1: 0.209545
  Q =   10: 0.961750
  Q =  100: 0.999592
  Q = 1000: 0.999996
Ghost oscillator, omega = 2.0, Q = 1.5 (own units)
  norm of one-quantum state = -1.000
  excitation energy = 2.000
  propagator from time correlation = -0.160000
Summed chain: pole at Q_L, ghost weight R, positive weight 1+int rho_c
  alpha = 0.007297: log10(Q_L/m_e) = 280.8149
    R = 1291.53386, 1+int rho_c = 1291.53386
  alpha = 1.000000: log10(Q_L/m_e) = 2.4085
    R = 9.42564, 1+int rho_c = 9.42564
Summed chain at alpha = 1: Q2*D (dimensionless)
  Q = 1e+01 m_e: total 1.46591 = positive 1.45152 + ghost 0.01439
  Q = 1e+02 m_e: total 5.01183 = positive 3.31662 + ghost 1.69521
  Q = 1e+04 m_e: total -1.28592 = positive 8.14591 + ghost -9.43183
  Q = 1e+08 m_e: total -0.36601 = positive 9.05963 + ghost -9.42564
  Q = 1e+12 m_e: total -0.21337 = positive 9.21227 + ghost -9.42564
Comparison integral J(K) (dimensionless)
  K = 1e+02 m_e: free 4.60522, one-loop 4.61668, Pauli-Villars 4.25907
  K = 1e+04 m_e: free 9.21034, one-loop 9.26512, Pauli-Villars 4.60558
  K = 1e+06 m_e: free 13.81551, one-loop 13.94645, Pauli-Villars 4.60563
  Pauli-Villars limit for infinite K: 4.60563
checks complete
```
